# Gap between flat silica surfaces: hydration repulsion against van der Waals attraction

## Question

Two thick, flat, parallel silica surfaces face each other across a water gap of width $D$. The water contains about 1 mol/L of monovalent salt and is at 298.15 K, where $k_BT=4.116$ zJ. Pressure is counted positive when it pushes the surfaces apart. The hydration repulsion is supplied as

$$P_h(D)=P_0e^{-D/\lambda},\qquad P_0=5\ \text{MPa},\quad \lambda=0.60\ \text{nm}.$$

The van der Waals attraction is described by a pair energy $-C/r^6$ between atoms of number density $\rho$. Its strength is given by the Hamaker constant $A=\pi^2C\rho^2=4.0$ zJ, in which $C$ is an effective constant that allows for the water. All three parameters are rough, round values for silica in salt water. They are treated as independent of $D$, and other forces are left out until part (g).

(a) Derive the van der Waals energy per area and the corresponding pressure.

(b) Find how many separations give zero net pressure, and the condition on $A$ for any to exist.

(c) Calculate these separations.

(d) Decide which are stable. Find the energy at each, and express it in $k_BT$ for a square facet of side 100 nm.

(e) How does the larger separation respond to small changes in $A$ and in $\lambda$?

(f) One flat is replaced by a sphere of radius $R\gg D$. At what gap does the force on it vanish, approached from large distance?

(g) A pressure of 20 kPa now presses the flats together. Find the new gap, and assess the main effects omitted from the model.

It is convenient to use nm and zJ ($10^{-21}$ J), because 1 zJ/nm³ = 1 MPa and 1 zJ/nm² = 1 mJ/m².

## Model answers

### (a) The attraction

Take one atom at height $z$ above a half-space. A layer of the half-space at vertical distance $\zeta$ from the atom is divided into rings of radius $r$, so the energy is

$$w(z)=-C\rho\int_z^\infty d\zeta\int_0^\infty\frac{2\pi r\,dr}{(r^2+\zeta^2)^3}.$$

With $u=r^2+\zeta^2$ and $du=2r\,dr$, the inner integral is

$$\pi\int_{\zeta^2}^\infty\frac{du}{u^3}=\frac{\pi}{2\zeta^4}.$$

Since $\int_z^\infty\zeta^{-4}d\zeta=1/(3z^3)$, the atom has energy $w(z)=-\pi C\rho/(6z^3)$. The second solid contains $\rho\,dz$ atoms per area in each layer, starting at $z=D$. Hence

$$E_v(D)=\rho\int_D^\infty w(z)\,dz=-\frac{\pi C\rho^2}{12D^2}=-\frac{A}{12\pi D^2}.$$

The pressure is minus the derivative of the energy per area:

$$-\frac{dE_v}{dD}=-\frac{A}{6\pi D^3}.$$

The negative sign means attraction. Its magnitude is written $P_v(D)=A/(6\pi D^3)$ below.

### (b) How many balance separations?

The net pressure is

$$P(D)=P_0e^{-D/\lambda}-\frac{A}{6\pi D^3}.$$

Set $P=0$, multiply by $D^3/(P_0\lambda^3)$ and write $x=D/\lambda$:

$$x^3e^{-x}=K,\qquad K=\frac{A}{6\pi P_0\lambda^3}.$$

The left side vanishes at $x=0$ and as $x\to\infty$. Its derivative is $x^2(3-x)e^{-x}$, so it rises up to $x=3$ and falls afterwards. Its maximum is $27/e^3=1.344$. There are therefore two balance separations for $0<K<27/e^3$, one for $K=27/e^3$, and none for larger $K$.

Here $6\pi P_0\lambda^3=6\pi(5)(0.216)=20.36$ zJ, so

$$K=\frac{4.0}{20.36}=0.1965,$$

and there are two. At fixed $P_0$ and $\lambda$, balance requires $A\le20.36\times1.3443=27.4$ zJ.

The power law wins at both ends: at small $D$ because it diverges while the hydration pressure stays finite, and at large $D$ because an exponential decays faster than any power. Repulsion can win only in between, and above the limiting $A$ that interval has disappeared.

### (c) The separations

For a closed form, take the cube root of $x^3e^{-x}=K$ and multiply by $-1/3$:

$$\left(-\frac{x}{3}\right)e^{-x/3}=-\frac{K^{1/3}}{3}.$$

The Lambert function $W$ is defined by $We^W=y$. Thus $-x/3=W(-K^{1/3}/3)$, or

$$D=-3\lambda\,W\!\left(-\frac{K^{1/3}}{3}\right).$$

For a negative argument above $-1/e$ there are two real values. The principal branch has $W>-1$ and gives $D<3\lambda$; the lower branch has $W<-1$ and gives $D>3\lambda$.

The outer root is also easy to find by hand. Taking the logarithm of $P_0e^{-D/\lambda}=A/(6\pi D^3)$ and solving for the $D$ in the exponent gives

$$D=g(D),\qquad g(D)=\lambda\ln\frac{6\pi P_0D^3}{A}.$$

Start from 4 nm:

$$g(4)=0.6\ln\frac{6\pi(5)(64)}{4}=0.6\ln1508=4.391\ \text{nm}.$$

Repetition gives 4.559, 4.627, 4.653, 4.663, 4.667 and 4.669 nm, approaching 4.670 nm. Near a root, each step multiplies the error by $g'(D)=3\lambda/D$. This is 0.385 at the outer root, so the steps converge. At the inner root it exceeds 1, so the same iteration runs away; there the principal branch of $W$ is evaluated numerically. The results are

$$D_{\rm out}=4.67\ \text{nm},\qquad D_{\rm in}=0.447\ \text{nm}.$$

The two opposing pressures are each 2.08 kPa at the outer root and 2.37 MPa at the inner one.

### (d) Stability and energy

Differentiate the net pressure, then use $P_0e^{-D/\lambda}=P_v$, which holds at a root:

$$\frac{dP}{dD}=-\frac{P_0}{\lambda}e^{-D/\lambda}+\frac{A}{2\pi D^4}
=P_v\left(\frac3D-\frac1\lambda\right).$$

For stability, a slight widening must produce attraction, so $dP/dD$ must be negative. This requires $D>3\lambda=1.8$ nm. At the outer root

$$\frac{dP}{dD}=2.084\left(\frac{3}{4.670}-\frac{1}{0.60}\right)=-2.13\ \text{kPa/nm},$$

which is stable. At the inner root the slope is about $+12$ MPa/nm, which is unstable. The separation at which surfaces can rest is therefore 4.67 nm.

Take the energy as zero at infinite separation. Integrating the hydration pressure from $D$ to infinity gives $\lambda P_0e^{-D/\lambda}$, so

$$E(D)=\lambda P_0e^{-D/\lambda}-\frac{A}{12\pi D^2}.$$

At a root the first term is $\lambda P_v$. The second is $DP_v/2$, because $P_v=A/(6\pi D^3)$. Hence

$$E=P_v\left(\lambda-\frac D2\right).$$

Since 1 kPa nm = 1 µJ/m², the two values are

$$E(D_{\rm out})=2.084(0.600-2.335)=-3.6\ \text{µJ/m}^2,$$

$$E(D_{\rm in})=2.373(0.600-0.2235)=0.89\ \text{mJ/m}^2.$$

The facet has area $10^4$ nm². Its well depth is $3.615\times10^{-3}\times10^4=36.2$ zJ, or $8.8\,k_BT$. The barrier top lies about $2170\,k_BT$ above the energy at infinite separation. These figures assume that the facet stays parallel and that its edges can be ignored.

The outer minimum is local. In this model the energy falls without limit as $D\to0$, so the barrier, not the depth of the outer well, keeps the surfaces from contact.

### (e) Sensitivity

The logarithm of the balance condition is

$$\ln P_0-\frac D\lambda=\ln A-\ln(6\pi)-3\ln D.$$

First vary $A$ with $P_0$ and $\lambda$ fixed: $-dD/\lambda=d\ln A-3\,dD/D$. Collecting $dD$ gives

$$\frac{dD}{d\ln A}=-\frac{\lambda}{1-3\lambda/D}=-0.98\ \text{nm}.$$

Now vary $\lambda$ with $P_0$ and $A$ fixed. Since $d(D/\lambda)=dD/\lambda-(D/\lambda)\,d\ln\lambda$, the condition becomes

$$-\frac{dD}{\lambda}+\frac D\lambda\,d\ln\lambda=-3\frac{dD}{D},$$

and therefore

$$\frac{dD}{d\ln\lambda}=\frac{D}{1-3\lambda/D}=7.6\ \text{nm}.$$

For finite changes the balance equation is solved again. Doubling $A$ reduces the gap to 3.95 nm, whereas raising $\lambda$ by only 10% increases it to 5.44 nm. The decay length matters more because it multiplies the whole logarithm in $g(D)$, while $A$ stands inside it. Both derivatives diverge as $D\to3\lambda$, where the two roots merge.

### (f) Sphere and flat

Near its lowest point, the sphere is at local gap $h=D+r^2/(2R)$, where $r$ is the distance from the axis. If each ring feels the pressure of flat surfaces at that gap, then, with $r\,dr=R\,dh$,

$$F=\int P(h)\,2\pi r\,dr=2\pi R\int_D^\infty P(h)\,dh=2\pi R\,E(D).$$

This is the Derjaguin approximation. It needs $R\gg D$, so that the important rings lie close to the axis. The force vanishes where the flat-surface *energy* vanishes:

$$\lambda P_0e^{-D/\lambda}=\frac{A}{12\pi D^2}
\quad\Longrightarrow\quad
D=\lambda\ln\frac{12\pi\lambda P_0D^2}{A}.$$

The outer solution, found numerically, is 3.51 nm. The sphere rests closer than the flat because its outer rings, at larger local gaps, are attracted and must be balanced by repulsion near the axis. The position is stable: $dF/dD=-2\pi R P(D)$ is negative, since 3.51 nm lies between the two roots of part (c), where $P>0$.

### (g) Load and omitted effects

**Load.** The condition is now $P(D)=20$ kPa. Its solution on the stable side is $D=3.14$ nm. Numerical maximization gives a largest net repulsion of 0.94 MPa, at 0.71 nm. In the two-force model, a pressure above this would drive the surfaces over the barrier. Since 0.94 MPa is about 47 times the load, this would happen if the load were carried by less than about 1/47 of the nominal area.

**Retardation.** The constant $A$ neglects the travel time of the electromagnetic field across the gap. To size this, use the Lifshitz pressure, quoted here without derivation:

$$P_v=\frac{k_BT}{\pi}\sum_{n\ge1}\int_{q_n}^\infty q^2dq\sum_{j}\frac{r_j^2e^{-2qD}}{1-r_j^2e^{-2qD}}.$$

Here $\xi_n=2\pi nk_BT/\hbar$, $q_n=\sqrt{\varepsilon_w}\,\xi_n/c$, and $r_j$ are the water–silica reflection coefficients for the two polarizations. Each medium has $\varepsilon(i\xi)=1+(n_0^2-1)/(1+\xi^2/\omega^2)$, with refractive index $n_0=1.45$ for silica and 1.33 for water, and $\omega/2\pi=3\times10^{15}$ Hz. Without retardation this model gives $A=3.8$ zJ, close to the supplied value. The agreement is only rough, because $A$ depends on a small difference of indices: 1.448 and 1.333 give 3.5 zJ, and raising the water index to 1.343, roughly that of a 1 mol/L salt solution, gives 2.9 zJ. Retardation multiplies the attraction at 4.67 nm by 0.88; the factor would be 0.93 for $\omega/2\pi=2\times10^{15}$ Hz and 0.83 for $4\times10^{15}$ Hz. Applying the gap-dependent factor to the supplied $A$ moves the balance to 4.80 nm.

**Static van der Waals term.** The $n=0$ term was left out of $A$. With static permittivities 78.4 for water and 3.8 for silica, it would add 2.9 zJ in salt-free water. Salt screens it by a factor containing $e^{-2D/\ell}$, where $\ell$ is the Debye length, 0.304 nm at 1 mol/L. At the outer root the exponent is about 31, and the term is negligible.

**Double layer.** Let the surface potential be $\psi=20$ mV, a rough value, and let $n_s$ be the number density of each ion. In units of $k_BT/e$, the tail of the potential of one wall is $4\gamma e^{-z/\ell}$, with $\gamma=\tanh(e\psi/4k_BT)$. Adding two weak tails at the midplane gives $y_m=8\gamma e^{-D/2\ell}$. The excess osmotic pressure there is $2n_sk_BT(\cosh y_m-1)\approx n_sk_BTy_m^2$, so

$$P_{dl}\approx64\,n_sk_BT\gamma^2e^{-D/\ell}.$$

At 4.67 nm this is about 1 Pa for 1 mol/L, against 2.08 kPa for each balancing pressure. At this potential the margin exceeds a factor of a thousand. Since $\gamma<1$, the same formula gives at most about 34 Pa at any potential, so the neglect does not hinge on the rough value of $\psi$, although point-ion theory is crude at such a concentration. At 0.1 mol/L and the same potential, $\ell=0.961$ nm and $P_{dl}$ is about 4.6 kPa. It then exceeds the attraction, and the two-force balance no longer applies.

**Roughness.** Let the local gap vary smoothly with a Gaussian spread $\sigma=0.3$ nm. Averaging multiplies the hydration pressure by $e^{\sigma^2/2\lambda^2}$ and, to second order, the attraction by $1+6\sigma^2/D^2$. The logarithms of these factors are about 0.125 and 0.024. By part (e), the gap grows by about $0.98(0.125-0.024)=0.10$ nm. A numerical average of the pressure, leaving out the extreme tail of the Gaussian in which the surfaces would touch, likewise gives 4.77 nm.

**Reliability of the result.** At the outer root the double layer could be left out because the salt content is high; at 0.1 mol/L it must be included. At 0.71 nm it is about 0.5 to 0.7 MPa even at 1 mol/L: the formula above gives 0.58 MPa, and the full Poisson–Boltzmann equation gives 0.48 MPa at fixed surface potential and 0.66 MPa at fixed surface charge. This is comparable with the largest net repulsion, and at that gap the static van der Waals term still adds about 0.07 MPa of attraction, so the load limit found above holds only for the two-force model. The outer root lies 7.8 decay lengths out, where the hydration pressure has fallen from 5 MPa to 2 kPa. It therefore depends on the supplied exponential holding far into its tail. A 10% error in $\lambda$ moves the gap by about 0.8 nm, more than retardation or the assumed roughness. The inner root is comparable to the size of a water molecule, roughly 0.3 nm, so neither continuum law is reliable there, and the barrier height is a property of the model. For the supplied laws the balance gap is 4.67 nm; raising or lowering each of the three parameters by a factor of up to 1.2 can move it anywhere from about 3.1 to 6.6 nm, so for a real surface it indicates only a gap of a few nanometres.
